# Locating the reactive window of the Ziff-Gulari-Barshad model: test program

```python
"""
Result under test: the Ziff-Gulari-Barshad (ZGB) lattice model of CO oxidation
has a reactive window in the CO gas fraction y, with edges y1 near 0.39
(oxygen poisoning) and y2 near 0.525 (CO poisoning).

Symbols: L lattice side; theta_E, theta_CO, theta_O coverages by empty sites,
CO and O; q probability that a neighbour of an empty site is empty;
time unit = one gas arrival per site (successful or not);
D = late minus early local decay exponent of theta_E.
"""
import random
from functools import lru_cache
from math import exp, inf, log, pi, sqrt
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import csc_matrix, identity
from scipy.sparse.linalg import spsolve

EMPTY, CO, OX = 0, 1, 2
random.seed(20240)


@lru_cache(maxsize=None)
def neighbours(L):
    return [((r + 1) % L * L + c, (r - 1) % L * L + c,
             r * L + (c + 1) % L, r * L + (c - 1) % L)
            for r in range(L) for c in range(L)]


def simulate(y, L, t_end, marks=(), start=None, co_target=None,
             t_settle=0.0, hop=0.0, spaced=False):
    """Rejection-free ZGB run. co_target: constant-coverage control of CO.
    hop: hop attempts per CO per time unit. spaced: O2 avoids adsorbed O."""
    near, n, rnd = neighbours(L), L * L, random.random
    site = list(start) if start is not None else [EMPTY] * n
    empty = [s for s in range(n) if site[s] == EMPTY]
    where = [0] * n
    for p, s in enumerate(empty):
        where[s] = p
    n_co = site.count(CO)
    pending = [inf] + sorted(marks, reverse=True)
    mark = pending.pop()
    records, t, hits, co2 = [], 0.0, 0, 0
    weight_co = weight_all = 0.0
    p_hop, speed = hop / (1 + hop), 1 + hop
    while empty and t < t_end:
        size = len(empty)
        t += 1 / (size * speed)
        if t >= mark:
            pairs = sum(site[r] == EMPTY for s in empty for r in near[s])
            records.append((hits, co2, size, n_co, pairs))
            mark = pending.pop()
        s = empty[int(rnd() * size)]
        if hop and rnd() < p_hop:
            q = near[s][int(rnd() * 4)]
            if site[q] != CO:
                continue
            site[q] = EMPTY          # this CO leaves q and lands on s below
            where[q] = len(empty)
            empty.append(q)
            n_co -= 1
            is_co = True
        else:
            hits += 1
            if co_target is None:
                is_co = rnd() < y
            else:
                is_co = n_co < co_target
                if t > t_settle:
                    weight_all += 1 / size
                    if is_co:
                        weight_co += 1 / size
        if is_co:
            partners = [r for r in near[s] if site[r] == OX]
            if partners:
                r = partners[int(rnd() * len(partners))]
                site[r] = EMPTY
                where[r] = len(empty)
                empty.append(r)
                co2 += 1
            else:
                site[s] = CO
                n_co += 1
                last = empty.pop()
                if last != s:
                    p = where[s]
                    empty[p] = last
                    where[last] = p
            continue
        q = near[s][int(rnd() * 4)]
        if site[q] != EMPTY:
            continue
        if spaced and any(site[r] == OX for r in near[s] + near[q]):
            continue
        for atom in (s, q):
            partners = [r for r in near[atom] if site[r] == CO]
            if partners:
                r = partners[int(rnd() * len(partners))]
                site[r] = EMPTY
                where[r] = len(empty)
                empty.append(r)
                n_co -= 1
                co2 += 1
            else:
                site[atom] = OX
                last = empty.pop()
                if last != atom:
                    p = where[atom]
                    empty[p] = last
                    where[last] = p
    y_mean = weight_co / weight_all if weight_all else None
    return dict(records=records, t=t, co=n_co / n, ox=site.count(OX) / n,
                empty=len(empty) / n, y_mean=y_mean)


def exact_chain(y, L):
    """Full Markov chain, every arrival included, from the empty lattice."""
    near, n = neighbours(L), L * L

    def settle(conf, s, kind, partner):
        found = [r for r in near[s] if conf[r] == partner]
        if not found:
            return [(1.0, conf[:s] + (kind,) + conf[s + 1:])]
        return [(1 / len(found), conf[:r] + (EMPTY,) + conf[r + 1:])
                for r in found]

    states = [(EMPTY,) * n]
    index = {states[0]: 0}
    moves, absorbing = [], []
    for conf in states:              # the list grows while it is read
        out = {}
        for s in range(n):
            if conf[s] != EMPTY:
                out[conf] = out.get(conf, 0) + 1 / n
                continue
            for p, new in settle(conf, s, CO, OX):
                out[new] = out.get(new, 0) + p * y / n
            for q in near[s]:
                w = (1 - y) / (4 * n)
                if conf[q] != EMPTY:
                    out[conf] = out.get(conf, 0) + w
                    continue
                for p1, middle in settle(conf, s, OX, CO):
                    for p2, new in settle(middle, q, OX, CO):
                        out[new] = out.get(new, 0) + w * p1 * p2
        if set(out) == {conf}:
            absorbing.append(conf)
        for new in out:
            if new not in index:
                index[new] = len(states)
                states.append(new)
        moves.append(out)
    transient = [c for c in states if c not in absorbing]
    place = {c: k for k, c in enumerate(transient)}
    full_o = (OX,) * n
    rows, cols, vals = [], [], []
    to_o = np.zeros(len(transient))
    for c in transient:
        for new, p in moves[index[c]].items():
            if new in place:
                rows.append(place[c])
                cols.append(place[new])
                vals.append(p)
            elif new == full_o:
                to_o[place[c]] += p
    m = len(transient)
    system = (identity(m, format="csc")
              - csc_matrix((vals, (rows, cols)), shape=(m, m))).tocsc()
    prob = spsolve(system, to_o)[0]
    life = spsolve(system, np.full(m, 1 / n))[0]
    return prob, life, absorbing, len(states)


# ---- simulator against the exact chain of a small torus
y_small, runs = 0.48, 4000
p_exact, life_exact, absorbing, n_states = exact_chain(y_small, 3)
assert set(absorbing) == {(CO,) * 9, (OX,) * 9}
small = [simulate(y_small, 3, inf) for _ in range(runs)]
p_sim = np.mean([r["ox"] == 1 for r in small])
life_sim = np.mean([r["t"] for r in small])
assert abs(p_sim - p_exact) < 0.035          # over four standard errors
assert abs(life_sim / life_exact - 1) < 0.10
cap = 500.0
life_six = np.mean([simulate(y_small, 6, cap)["t"] for _ in range(60)])
assert life_six > 1.5 * life_exact
print(f"3x3 torus, y={y_small}: reachable states {n_states}, "
      f"absorbing states {len(absorbing)}")
print(f"  probability of O poisoning: exact {p_exact:.4f}, "
      f"simulated {p_sim:.4f} ({runs} runs)")
print(f"  mean lifetime (time units): exact {life_exact:.2f}, "
      f"simulated {life_sim:.2f}")
print(f"6x6 torus: mean lifetime, runs cut at {cap:.0f}: {life_six:.1f} time units")

# ---- direct scan from an empty surface
L = 64
print(f"Scan from empty surface, L={L}; averages over times 60 to 180")
rate = {}
for y in (0.42, 0.46, 0.50):
    run = simulate(y, L, 180, marks=range(60, 181, 5))
    rec = np.array(run["records"], float)
    assert len(rec) == 25 and run["empty"] > 0
    vac, cov_co = rec[:, 2].mean() / L**2, rec[:, 3].mean() / L**2
    rate[y] = (rec[-1, 1] - rec[0, 1]) / (120 * L**2)
    q_seen = rec[:, 4].sum() / (4 * rec[:, 2].sum())
    q_balance = y / (2 * (1 - y))
    assert abs(q_seen - q_balance) < 0.025   # snapshot noise and slow drift
    print(f"  y={y:.2f}: theta_E {vac:.3f}, theta_CO {cov_co:.3f}, "
          f"theta_O {1 - vac - cov_co:.3f}, CO2 per site per time {rate[y]:.4f}")
    print(f"    q counted {q_seen:.3f}, q from balance {q_balance:.3f}")
for y, kind in ((0.10, "ox"), (0.35, "ox"), (0.55, "co")):
    run = simulate(y, L, 5000)
    assert run[kind] == 1.0
    print(f"  y={y:.2f}: full {'O' if kind == 'ox' else 'CO'} coverage "
          f"after {run['t']:.0f} time units")

# ---- lower edge from the bending of the vacancy decay
L_decay = 112
windows = ((15, 25), (75, 125), (375, 625))
marks = [t for w in windows for t in w]
y_grid = np.array([0.382, 0.385, 0.388, 0.391, 0.394])
bend, late = [], []
print(f"Vacancy decay, L={L_decay}, time windows {windows}")
for y in y_grid:
    rec = simulate(y, L_decay, 625, marks=marks)["records"]
    assert len(rec) == 6
    theta = [(rec[2 * k + 1][0] - rec[2 * k][0]) / ((b - a) * L_decay**2)
             for k, (a, b) in enumerate(windows)]
    early_exp = log(theta[0] / theta[1]) / log(5)
    late_exp = log(theta[1] / theta[2]) / log(5)
    bend.append(late_exp - early_exp)
    late.append(late_exp)
    print(f"  y={y:.3f}: theta_E {theta[0]:.4f} {theta[1]:.4f} {theta[2]:.4f}, "
          f"exponents {early_exp:.3f} {late_exp:.3f}, D {bend[-1]:+.3f}")
assert bend[0] > 0 > bend[-1]
centre = y_grid.mean()
fit = np.polyfit(y_grid - centre, bend, 2)
shift = brentq(lambda u: np.polyval(fit, u), y_grid[0] - centre,
               y_grid[-1] - centre)
y1 = centre + shift
scatter = sqrt(np.sum((np.polyval(fit, y_grid - centre) - bend)**2) / 2)
spread = scatter / abs(np.polyval(np.polyder(fit), shift))
exponent = np.polyval(np.polyfit(y_grid - centre, late, 2), shift)
assert abs(y1 - 0.39) < 0.008
print(f"Lower edge y1 = {y1:.4f}, spread from fit scatter {spread:.4f}")
print(f"  late decay exponent interpolated at y1: {exponent:.2f}")


# ---- upper edge from coexistence of reactive and CO-covered regions
def strip(fraction):
    rows = round(fraction * L)
    return [CO] * (rows * L) + [EMPTY] * ((L - rows) * L)


plateau = []
for cover in (0.4, 0.6):
    run = simulate(None, L, 750, start=strip(cover),
                   co_target=round(cover * L**2), t_settle=150)
    plateau.append(run["y_mean"])
    print(f"Constant CO coverage {cover:.1f}, L={L}, times 150 to 750: "
          f"y = {run['y_mean']:.4f}")
y2 = float(np.mean(plateau))
assert abs(plateau[0] - plateau[1]) < 0.012
assert abs(y2 - 0.525) < 0.010
print(f"Upper edge y2 = {y2:.4f}, difference of the two values "
      f"{abs(plateau[0] - plateau[1]):.4f}")
for y, sign in ((0.50, -1), (0.55, 1)):
    run = simulate(y, L, 250, marks=(50,), start=strip(0.5))
    before = run["records"][0][3] / L**2
    assert sign * (run["co"] - before) > 0
    print(f"  CO strip at fixed y={y:.2f}: theta_CO {before:.3f} at time 50, "
          f"{run['co']:.3f} at time {run['t']:.0f}")

# ---- model variants that size neglected effects
hop = 4.0
y2_hop = simulate(None, L, 280, start=strip(0.5), co_target=L**2 // 2,
                  t_settle=80, hop=hop)["y_mean"]
assert y2_hop > y2 + 0.002
print(f"With {hop:.0f} hop attempts per CO per time unit: y2 = {y2_hop:.4f}")
L_sp = 48
run = simulate(0.10, L_sp, 120, marks=(60, 120), spaced=True)
rate_sp = (run["records"][1][1] - run["records"][0][1]) / (60 * L_sp**2)
assert rate_sp > 0 and run["ox"] < 0.7 and run["co"] < 0.5
print(f"O2 kept away from adsorbed O, y=0.10: theta_O {run['ox']:.3f}, "
      f"theta_CO {run['co']:.3f}, CO2 rate {rate_sp:.4f}")

# ---- worked example in laboratory units (rough round inputs)
pressure, T_gas, T_surf = 1e-6, 300.0, 450.0          # Torr, K, K
sites, prefactor = 1.5e15, 1e13                       # 1/cm2, 1/s
E_des, E_hop, E_react = 1.4, 0.5, 1.0                 # eV
m_co, m_o2 = 28.010 * sc.atomic_mass, 31.998 * sc.atomic_mass
kT_gas = sc.k * T_gas


def flux(p_torr, mass):
    """Arrivals per cm2 per second."""
    return p_torr * sc.torr / sqrt(2 * pi * mass * kT_gas) * 1e-4


def pressure_fraction(y):
    a, b = y * sqrt(m_co), (1 - y) * sqrt(m_o2)
    return a / (a + b)


v0 = sqrt(kT_gas / m_co)
mean_v = v0 * quad(lambda u: u * exp(-u * u / 2) / sqrt(2 * pi), 0, 12)[0]
direct = pressure * sc.torr / kT_gas * mean_v * 1e-4
assert abs(direct / flux(pressure, m_co) - 1) < 1e-8
y_work = 0.50
x_work = pressure_fraction(y_work)
f_co = flux(x_work * pressure, m_co)
f_o2 = flux((1 - x_work) * pressure, m_o2)
assert abs(f_co / (f_co + f_o2) - y_work) < 1e-12
arrival = (f_co + f_o2) / sites
kT = sc.k * T_surf / sc.e
des, hops, react = (prefactor * exp(-E / kT) for E in (E_des, E_hop, E_react))
T_equal = E_des * sc.e / (sc.k * log(prefactor / arrival))
print(f"Inputs: {pressure:.0e} Torr, gas {T_gas:.0f} K, surface {T_surf:.0f} K, "
      f"{sites:.1e} sites/cm2")
print(f"  barriers: desorption {E_des} eV, hop {E_hop} eV, reaction {E_react} eV; "
      f"prefactor {prefactor:.0e} 1/s")
print(f"Window in CO pressure fraction: {pressure_fraction(y1):.3f} "
      f"to {pressure_fraction(y2):.3f}")
print(f"At y={y_work:.2f}: CO pressure fraction {x_work:.3f}, "
      f"total flux {f_co + f_o2:.3e} 1/(cm2 s)")
print(f"  arrivals per site {arrival:.3f} 1/s, time unit {1 / arrival:.2f} s")
print(f"  turnover {rate[y_work] * arrival:.4f} CO2 per site per s")
print(f"Rates per s: desorption {des:.2e}, hop {hops:.2e}, reaction {react:.2e}")
print(f"  relative to arrival: desorption {des / arrival:.2e}, "
      f"hop {hops / arrival:.2e}, reaction {react / arrival:.2e}")
print(f"  desorption equals arrival at surface temperature {T_equal:.0f} K")
print("done: every assertion held")
```

Running it gives:

```
3x3 torus, y=0.48: reachable states 1275, absorbing states 2
  probability of O poisoning: exact 0.6936, simulated 0.6907 (4000 runs)
  mean lifetime (time units): exact 24.28, simulated 24.30
6x6 torus: mean lifetime, runs cut at 500: 311.7 time units
Scan from empty surface, L=64; averages over times 60 to 180
  y=0.42: theta_E 0.180, theta_CO 0.002, theta_O 0.818, CO2 per site per time 0.0751
    q counted 0.364, q from balance 0.362
  y=0.46: theta_E 0.295, theta_CO 0.006, theta_O 0.699, CO2 per site per time 0.1353
    q counted 0.426, q from balance 0.426
  y=0.50: theta_E 0.418, theta_CO 0.024, theta_O 0.558, CO2 per site per time 0.2100
    q counted 0.504, q from balance 0.500
  y=0.10: full O coverage after 120 time units
  y=0.35: full O coverage after 217 time units
  y=0.55: full CO coverage after 123 time units
Vacancy decay, L=112, time windows ((15, 25), (75, 125), (375, 625))
  y=0.382: theta_E 0.1591 0.0735 0.0322, exponents 0.480 0.513, D +0.033
  y=0.385: theta_E 0.1752 0.0823 0.0347, exponents 0.470 0.537, D +0.067
  y=0.388: theta_E 0.1717 0.0772 0.0499, exponents 0.496 0.271, D -0.226
  y=0.391: theta_E 0.1781 0.0979 0.0644, exponents 0.372 0.260, D -0.112
  y=0.394: theta_E 0.1843 0.0986 0.0657, exponents 0.389 0.253, D -0.136
Lower edge y1 = 0.3837, spread from fit scatter 0.0031
  late decay exponent interpolated at y1: 0.48
Constant CO coverage 0.4, L=64, times 150 to 750: y = 0.5241
Constant CO coverage 0.6, L=64, times 150 to 750: y = 0.5241
Upper edge y2 = 0.5241, difference of the two values 0.0000
  CO strip at fixed y=0.50: theta_CO 0.289 at time 50, 0.023 at time 250
  CO strip at fixed y=0.55: theta_CO 0.824 at time 50, 1.000 at time 113
With 4 hop attempts per CO per time unit: y2 = 0.5478
O2 kept away from adsorbed O, y=0.10: theta_O 0.226, theta_CO 0.064, CO2 rate 0.0702
Inputs: 1e-06 Torr, gas 300 K, surface 450 K, 1.5e+15 sites/cm2
  barriers: desorption 1.4 eV, hop 0.5 eV, reaction 1.0 eV; prefactor 1e+13 1/s
Window in CO pressure fraction: 0.368 to 0.507
At y=0.50: CO pressure fraction 0.483, total flux 3.705e+14 1/(cm2 s)
  arrivals per site 0.247 1/s, time unit 4.05 s
  turnover 0.0519 CO2 per site per s
Rates per s: desorption 2.09e-03, hop 2.51e+07, reaction 6.32e+01
  relative to arrival: desorption 8.47e-03, hop 1.02e+08, reaction 2.56e+02
  desorption equals arrival at surface temperature 519 K
done: every assertion held
```
